# Counting Oscillator Levels with Sturm Ratios and Bisecting for the Fifth

## Problem

An electron moves in one dimension in a harmonic well. In atomic units, with electron mass 1, its Hamiltonian is

$$H=\frac{p^2}{2}+\frac{\omega^2x^2}{2}.$$

Hard walls stand at $x=\pm L$. The interior grid points are $x_j=-L+jh$, with $j=1,\dots,n$ and $h=2L/(n+1)$. Replacing the second derivative by the three-point difference gives

$$-\frac{u_{j+1}-2u_j+u_{j-1}}{2h^2}+\frac{\omega^2x_j^2}{2}\,u_j=E\,u_j,\qquad u_0=u_{n+1}=0 .$$

This is the eigenvalue problem of a symmetric tridiagonal matrix $T$ with diagonal $d_j$ and off-diagonal $-t$, where

$$d_j=\frac1{h^2}+\frac{\omega^2x_j^2}{2},\qquad t=\frac1{2h^2}.$$

For a real shift $s$, define the Sturm ratios

$$q_1=d_1-s,\qquad q_j=d_j-s-\frac{t^2}{q_{j-1}}\quad(j=2,\dots,n).$$

Let $N(s)$ be the number of negative ratios.

1. Show that $N(s)$ is the number of eigenvalues of $T$ strictly below $s$. Say what to do when a ratio vanishes.
2. Relate $N(s)$ to the nodes of a solution started at the left wall, and find the number of nodes of each eigenvector.
3. Take $\hbar\omega=1$ eV, $L=20$ angstrom and $n=124$. Find the fifth level of $T$ by bisection, starting from the bracket 0 to 8 eV and stopping when its width is at most $10^{-9}$ eV.
4. The fifth level of the continuum oscillator without walls is 4.5 eV. Account for the difference.

Levels are labelled $k=0,1,2,\dots$, so the fifth has $k=4$.

## Solution

### 1. Why negative ratios count eigenvalues

Suppose first that $q_1,\dots,q_{n-1}$ are nonzero. For a real vector $v$, set $v_{n+1}=0$ and define

$$y_j=v_j-\frac{t}{q_j}v_{j+1}\quad(j<n),\qquad y_n=v_n .$$

For $j<n$,

$$q_jy_j^2=q_jv_j^2-2t\,v_jv_{j+1}+\frac{t^2}{q_j}v_{j+1}^2 .$$

In the sum over $j$, the coefficient of $v_j^2$ is $q_j+t^2/q_{j-1}=d_j-s$ for $j\ge2$, and $q_1=d_1-s$ for $j=1$. The cross terms are those of $T$. Hence

$$v^{\mathsf T}(T-s)v=\sum_{j=1}^n q_j\,y_j^2. \tag{1}$$

The map from $v$ to $y$ is invertible: $v_n=y_n$, and the other components follow by working backwards. Setting $r$ of the $y_j$ to zero therefore leaves a space of dimension $n-r$.

Let $M$ be the number of eigenvalues below $s$, and write $N$ for $N(s)$. Two comparisons of dimensions show that $M=N$.

- On the span of the eigenvectors with eigenvalue below $s$, of dimension $M$, the form (1) is negative for every nonzero $v$. On the space where $y_j=0$ whenever $q_j<0$, of dimension $n-N$, it is nonnegative. The two spaces share only the zero vector, so $M+(n-N)\le n$, or $M\le N$.
- On the space where $y_j=0$ whenever $q_j\ge0$, of dimension $N$, the form is negative for every nonzero $v$. On the span of the remaining eigenvectors, of dimension $n-M$, it is nonnegative. Hence $N+(n-M)\le n$, or $N\le M$.

The argument never divides by $q_n$, so it also holds when $q_n=0$. That ratio is then not counted.

**A vanishing ratio before the last row.** If $q_m=0$ with $m<n$, replace it by a small $\varepsilon>0$. This amounts to replacing $d_m$ by $d_m+\varepsilon$. Call the new matrix $T'$. For every $v$,

$$v^{\mathsf T}Tv\le v^{\mathsf T}T'v\le v^{\mathsf T}(T+\varepsilon)v .$$

A space on which $T'-s$ is negative is also one on which $T-s$ is negative, so $T'$ has no more eigenvalues below $s$ than $T$. By the second inequality, it has at least as many as $T$ has below $s-\varepsilon$. For $\varepsilon$ smaller than the distance from $s$ to the nearest eigenvalue beneath it, these numbers agree and the count is unchanged. The same argument covers several replacements. The ratio after a replaced zero contains $-t^2/\varepsilon$ and is large and negative, so the pair contributes one to the count.

**A check by hand.** Take three rows with $d_j=2$, $t=1$ and $s=1.5$:

$$q_1=0.5,\qquad q_2=0.5-\frac1{0.5}=-1.5,\qquad q_3=0.5+\frac1{1.5}=1.1667 .$$

One ratio is negative. The eigenvalues are 0.5858, 2.0000 and 3.4142, and one of them lies below 1.5.

**Why ratios and not determinants.** The matrix of the map from $v$ to $y$ is triangular with unit diagonal, so (1) gives $\det(T-s)=q_1q_2\cdots q_n$. The same holds for each leading block. These products can exceed the floating-point range. On a grid of 1249 points, with $s=4.6$ eV and energies in hartree, the determinant recursion overflows at row 142, while the ratios stay finite and give the count 5.

### 2. Ratios and nodes

Start at the left wall with $u_0=0$, $u_1=1$, and let each row fix the next value:

$$-t\,u_{j-1}+(d_j-s)u_j-t\,u_{j+1}=0 . \tag{2}$$

The last row fixes $u_{n+1}$, the value at the right wall, which need not vanish. Dividing by $u_j$ gives

$$\frac{t\,u_{j+1}}{u_j}=d_j-s-\frac{t\,u_{j-1}}{u_j}
=d_j-s-\frac{t^2}{t\,u_j/u_{j-1}} .$$

For $j=1$ the last term is absent because $u_0=0$. This is the recursion for $q_j$ with the same first value, so

$$q_j=\frac{t\,u_{j+1}}{u_j}. \tag{3}$$

Since $t>0$, a negative ratio is a sign change between neighbouring points. Thus $N(s)$ is the number of sign changes in $u_1,\dots,u_{n+1}$.

If $u_j=0$ at an interior point, (2) gives $u_{j+1}=-u_{j-1}$. Neither neighbour is zero, since two successive zeros would make the whole solution vanish. Skipping the zero, one finds one sign change, in agreement with the rule for a vanishing ratio.

The shift is an eigenvalue when $u_{n+1}=0$. The recursion fixes the eigenvector up to a factor, so the levels are simple in exact arithmetic. They can still be extremely close: the top six levels of the matrix of part 3 form three pairs, localized at the two walls and split by less than $10^{-12}$ eV, and their double-precision eigenvectors do not reliably show the node count derived next. At $s=E_k$, exactly $k$ eigenvalues lie strictly below $s$, and therefore **eigenvector $k$ has $k$ nodes**. The fifth has four.

The nodes also move in a definite direction. The first $m$ ratios count the eigenvalues below $s$ of the leading $m\times m$ block, and this number cannot fall as $s$ rises. The number of sign changes up to any given grid point therefore cannot fall, so existing nodes can move only to the left, to the resolution of the grid. When $s$ passes $E_k$, the value $u_{n+1}$ passes through zero while $u_n\ne0$. The new node thus enters at the right wall.

### 3. Bisection for the fifth level

The spacing is $h=40/125=0.32$ angstrom. The oscillator length $\ell=1/\sqrt\omega$ is 2.7604 angstrom, and $t=37.2069$ eV.

The lower end of the bracket is safe because

$$v^{\mathsf T}Tv=t\sum_{j=0}^{n}(v_{j+1}-v_j)^2+\sum_{j=1}^n\frac{\omega^2x_j^2}{2}v_j^2>0$$

for nonzero $v$ with $v_0=v_{n+1}=0$. Hence $N(0)=0$. At the upper end, the ratios give a count of 8.

Keep a bracket $[a,b]$ with $N(a)\le4$ and $N(b)\ge5$. The first condition says that $E_4\ge a$, the second that $E_4<b$. At each midpoint, a count of 5 or more replaces $b$; otherwise the midpoint replaces $a$. The first steps are:

| Midpoint (eV) | Count | New bracket (eV) |
|---|---|---|
| 4.00 | 4 | 4.00 to 8.00 |
| 6.00 | 6 | 4.00 to 6.00 |
| 5.00 | 5 | 4.00 to 5.00 |
| 4.50 | 5 | 4.00 to 4.50 |
| 4.25 | 4 | 4.25 to 4.50 |

After $m$ halvings the width is $8/2^m$ eV. The stopping condition requires $2^m\ge8\times10^9$, which is first met at $m=33$. The midpoint of the final bracket is

$$E_4=4.48271474\ \text{eV}=0.16473673\ \text{hartree}.$$

Apart from rounding in the arithmetic, its distance from the matrix eigenvalue is at most $8/2^{34}$ eV, or $4.7\times10^{-10}$ eV. Dense diagonalization gives the same printed digits. They describe the matrix; the accuracy for the continuum oscillator is a separate matter, treated in part 4.

The nodes show the same level being crossed:

| Shift (eV) | Nodes of the started solution (angstrom) |
|---|---|
| 4.40 | −4.453, −1.334, 1.581, 4.743 |
| 4.49 | −4.551, −1.453, 1.432, 4.526, 10.796 |
| 4.60 | −4.671, −1.595, 1.255, 4.276, 8.779 |

Between 4.40 and 4.49 eV a fifth node has entered, and every node lies further left at each higher shift. At the eigenvalue itself the four nodes are symmetric, at ±1.444 and ±4.544 angstrom. The corresponding continuum nodes are at ±1.448 and ±4.557 angstrom.

### 4. Why the result is not 4.5 eV

The count at 4.49 eV is already 5, although the fifth continuum level is 4.5 eV. The count is right for $T$, whose kinetic energy differs from $p^2/2$. Acting on $e^{ipx}$, the difference formula gives

$$\frac{1-\cos ph}{h^2}=\frac{p^2}{2}-\frac{h^2p^4}{24}+\cdots .$$

For small $h$, the leading level shift is the expectation value of the second term in the unperturbed state. To find it, write $p=i\sqrt{\omega/2}\,(a^\dagger-a)$, where $a^\dagger$ and $a$ are the raising and lowering operators. Squaring and using $aa^\dagger=a^\dagger a+1$,

$$p^2=\frac{\omega}{2}\left(2a^\dagger a+1-a^{\dagger2}-a^2\right).$$

Therefore

$$p^2|k\rangle=\frac{\omega}{2}\Big[(2k+1)|k\rangle-\sqrt{(k+1)(k+2)}\,|k+2\rangle-\sqrt{k(k-1)}\,|k-2\rangle\Big].$$

The squared norm of this vector is $\langle p^4\rangle$:

$$\langle p^4\rangle=\frac{\omega^2}{4}\big[(2k+1)^2+(k+1)(k+2)+k(k-1)\big]=\frac{3\omega^2}{4}(2k^2+2k+1).$$

Multiplication by $-h^2/24$ gives

$$\Delta E_k\simeq-\frac{h^2\omega^2}{32}(2k^2+2k+1). \tag{4}$$

For $k=4$ the bracket is 41. Since $h^2\omega=(h/\ell)^2$,

$$\Delta E_4\simeq-\frac{41}{32}\left(\frac{0.32}{2.7604}\right)^2\times1\ \text{eV}=-0.01722\ \text{eV}.$$

The actual difference from 4.5 eV is −0.01729 eV. Halving $h$ reduces the part left over after (4) by a factor of 16.12, close to the 16 expected of an $h^4$ term. The fifth level then lies at 4.4957 eV.

The walls do not explain the difference. Moving them to ±24 angstrom at the same spacing changes the level by less than $10^{-10}$ eV, a limit checked in the numerical check. The classical turning point, where $\omega^2x^2/2=4.5\,\omega$, is at $3\ell=8.28$ angstrom, well inside the box.

Estimate (4) is the first term of an expansion in $(ph)^2$. With distant walls and this spacing, the true shift exceeds it by 0.4% for $k=4$, by 3% for $k=37$ ($ph=1.0$) and by 16% for $k=130$ ($ph=1.9$); in the box of part 3 the walls spoil it well before $k=37$. The largest classical momentum in level $k$ is $\sqrt{2k+1}/\ell$, which gives $ph=3\times0.32/2.7604=0.35$ here. For high levels this number is no longer small, or the turning point reaches the walls. The Sturm count remains correct for the matrix, but the matrix levels then cease to approximate those of the free-standing oscillator.

## Values computed for the example and the checks

```
Three-row matrix: diagonal 2, off-diagonal -1 (no unit)
  shift 1.5, ratios: 0.5000, -1.5000, 1.1667
  negative ratios 1, eigenvalues: 0.5858, 2.0000, 3.4142
Oscillator quantum: 1.0 eV
Walls at plus and minus: 20.0 angstrom
Interior points: 124, spacing: 0.3200 angstrom
Oscillator length 1/sqrt(omega): 2.7604 angstrom
Hopping t = 1/(2 h^2): 37.2069 eV
Counts of eigenvalues below a shift:
  shift 0.40 eV: count 0
  shift 1.00 eV: count 1
  shift 2.00 eV: count 2
  shift 3.00 eV: count 3
  shift 4.00 eV: count 4
  shift 4.48 eV: count 4
  shift 4.49 eV: count 5
  shift 5.00 eV: count 5
Nodes of the solution started at the left wall:
  shift 4.40 eV: -4.453, -1.334, 1.581, 4.743 angstrom
  shift 4.49 eV: -4.551, -1.453, 1.432, 4.526, 10.796 angstrom
  shift 4.60 eV: -4.671, -1.595, 1.255, 4.276, 8.779 angstrom
Fifth eigenvector nodes: -4.544, -1.444, 1.444, 4.544 angstrom
Continuum nodes: -4.557, -1.448, 1.448, 4.557 angstrom
Bracket 0 to 8.0 eV: end counts 0 and 8
First bisection steps (midpoint, count, new bracket):
  4.00000 eV, 4, 4.00000 to 8.00000 eV
  6.00000 eV, 6, 4.00000 to 6.00000 eV
  5.00000 eV, 5, 4.00000 to 5.00000 eV
  4.50000 eV, 5, 4.00000 to 4.50000 eV
  4.25000 eV, 4, 4.25000 to 4.50000 eV
  4.37500 eV, 4, 4.37500 to 4.50000 eV
  4.43750 eV, 4, 4.43750 to 4.50000 eV
  4.46875 eV, 4, 4.46875 to 4.50000 eV
Number of halvings: 33
Fifth matrix level by bisection: 4.48271474 eV
Same level: 0.16473673 hartree
Midpoint error bound: 4.66e-10 eV
Dense diagonalization: 4.48271474 eV
Continuum fifth level: 4.5000 eV
Actual grid shift: -0.017285 eV
Leading h^2 estimate of shift: -0.017218 eV
Fifth level at half spacing: 4.49569134 eV
Remainder ratio on halving h: 16.12
Wider-box change (walls at 24 angstrom): 1.2e-14 eV
Fine grid: 1249 points, spacing 0.0320 angstrom
  determinant in hartree units overflows at row 142
  ratio count at 4.6 eV: 5
```
